# FFT homogenisation of a bump layer and its convergence at high contrast

A layer of solder bumps in underfill, with a conductivity ratio of 120, is homogenised in-plane by the basic FFT iteration on a grid of 5 µm voxels. Reference conductivity, starting field and stopping residual (\(10^{-8}\) of its first value) are held fixed. If each grid edge takes the arithmetic mean of its four surrounding voxels, 49 steps suffice. If it takes the harmonic mean of the two voxels that it joins, 560 are needed. The standard estimate, which contains the contrast alone, gives 1105. High contrast can therefore slow the iteration severely, but whether it does depends on which errors are excited.

## Discrete problem

The periodic cell has \(N\) cubic voxels with isotropic conductivity. Lengths in the solver are counted in voxel edges, which leaves the effective conductivity unchanged. A periodic potential \(\theta\) lives on nodes, and its gradient lives on the edges between them:

\[
(D_a\theta)(n)=\theta(n+\hat a)-\theta(n),\qquad e=E+D\theta .
\]

Here \(E\) is the prescribed mean gradient, a unit vector along one axis. Write \(\langle u,v\rangle\) for the sum of \(uv\) over all edges. Shifting the summation index gives \(\langle q,D\theta\rangle=\sum_n\theta\,D^Tq\), with

\[
D^Tq(n)=\sum_a\,[q_a(n-\hat a)-q_a(n)] .
\]

The heat flux is \(-ke\); its sign drops out of the balance \(D^T(ke)=0\). This balance is the stationarity condition of

\[
K=\min_\theta \frac1N\langle e,ke\rangle ,
\]

because a variation \(\eta\) of \(\theta\) changes the sum by \(2\langle D\eta,ke\rangle=2\sum\eta\,D^T(ke)\). At the minimum \(\langle D\theta,ke\rangle=0\), so \(K=\langle E,ke\rangle/N\): the energy equals the mean of \(ke\) along the load.

## Two edge rules, two bounds

**Arithmetic rule.** Put nodes at voxel corners and interpolate \(\theta\) trilinearly. Inside a voxel \(\partial_x\theta\) is linear in \(y\) at fixed \(z\), and linear in \(z\) at fixed \(y\). Its square is convex along each of these directions, so the trapezoidal rule overestimates the integral:

\[
\int_{\rm voxel}(\partial_x\theta)^2\,dV\le\frac14\sum_{4\ x\text{-edges}}(D_x\theta)^2 .
\]

The same holds with \(E\) added. Each edge belongs to four voxels and so receives the mean of their conductivities. The discrete energy is at least that of a permitted trial potential, hence \(K_{\rm arith}\ge K\), where \(K\) now denotes the continuum value of the voxelised geometry.

**Harmonic rule.** Put nodes at voxel centres, so that edges cross voxel faces. Let \(\tilde q\) be any divergence-free periodic field with mean \(J\), and \(e\) the true gradient with mean \(E'\). With angle brackets around a single expression for the cell average,

\[
0\le\langle(\tilde q-ke)^2/k\rangle=\langle\tilde q^2/k\rangle-2J\cdot E'+E'\cdot KE',
\]

since \(\langle\tilde q\cdot e\rangle=J\cdot E'\). The choice \(E'=K^{-1}J\) gives \(\langle\tilde q^2/k\rangle\ge J\cdot K^{-1}J\). Take \(\tilde q_a\) linear along \(a\) between its values on opposite faces. The trapezoidal rule again overestimates its square, and a face between voxels \(k\) and \(k'\) contributes

\[
\tfrac12\left(\frac1k+\frac1{k'}\right)\tilde q^2=\frac{\tilde q^2}{k_h},\qquad k_h=\frac{2kk'}{k+k'} .
\]

The discrete solution \(\tilde q=k_he\) is such a trial field. Let the axes be principal, as mirror symmetry ensures here. Its mean is then \(K_{\rm harm}\) along the load and its lumped energy is also \(K_{\rm harm}\), so \(K_{\rm harm}\ge K_{\rm harm}^2/K\), that is \(K_{\rm harm}\le K\).

One solver with two edge arrays thus brackets the voxelised geometry. The staircase error relative to the smooth shape lies outside this bracket.

## The iteration

Split \(k=k_0+(k-k_0)\) with a uniform reference \(k_0\). Since \(D^TE=0\), the balance becomes

\[
k_0D^TD\theta=-D^T[(k-k_0)e].
\]

Solving for \(\theta\) and applying \(D\) gives the Lippmann–Schwinger equation

\[
e=E-\Gamma_0[(k-k_0)e],\qquad \Gamma_0=D(k_0D^TD)^+D^T,
\]

where \(+\) denotes the inverse on zero-mean potentials. The basic scheme inserts \(e_n\) on the right. For \(e_n=E+D\theta_n\) one has \(\Gamma_0k_0e_n=D\theta_n\), so the step reduces to

\[
\theta_{n+1}=\theta_n-(k_0D^TD)^+D^T(ke_n).
\]

On a Fourier mode \(e^{iq\cdot n}\), \(q_a=2\pi m_a/N_a\), \(D_a\) multiplies by \(e^{iq_a}-1\), so \(D^TD\) multiplies by

\[
S(q)=\sum_a|e^{iq_a}-1|^2=\sum_a(2-2\cos q_a).
\]

This vanishes at \(q=0\) alone, where the correction is set to zero.

```
theta = 0
repeat
    e    = E + D theta
    f    = D^T (k e)
    u    = inverseFFT( FFT(f) / S ),  zero mode = 0
    norm = sqrt( sum(u f) )
    stop if norm <= tol * first norm
    theta = theta - u / k0
K = sum(k e^2) / N
```

The norm measures the part of the flux that violates balance. With the orthogonal projector on gradient fields, \(P=D(D^TD)^+D^T\), the residual is \(r=P(ke)=Du\), and \(\|r\|^2=\sum u\,D^TDu=\sum uf\).

A step costs one forward and one inverse real scalar FFT, \(O(N\log N)\), plus local differences. Storage is three edge conductivities and a few scalar or edge work arrays.

The energy is a forgiving output. For an error \(\delta=e-e_*\) the cross term vanishes by balance, so \(K\) is too large by \(\langle\delta,k\delta\rangle/N\le\|r\|^2/(Nk_{\min})\). The first residual obeys \(\|r_0\|^2\le\|kE\|^2\le Nk_{\max}^2\). For conductivities of 60 and 0.5 W/(m K) and a tolerance of \(10^{-8}\), the iteration error in \(K\) is at most \(10^{-16}\times60^2/0.5\approx7\times10^{-13}\) W/(m K), apart from rounding.

## Worst-case rate and its cause

Subtracting the fixed point from the step gives

\[
\delta_{n+1}=\delta_n-\frac1{k_0}P(k\delta_n)=P\left(1-\frac{k}{k_0}\right)\delta_n .
\]

On gradient fields \(PkP\) is symmetric. A mode \(v\) has eigenvalue \(\lambda=\langle v,kv\rangle/\langle v,v\rangle\), which lies between \(k_{\min}\) and \(k_{\max}\), and shrinks by \(1-\lambda/k_0\) per step. The residual \(r_n=PkP\delta_n\) has the same factors.

Over the whole interval the largest factor is \(\max(|1-k_{\min}/k_0|,|1-k_{\max}/k_0|)\). Raising \(k_0\) worsens the first entry and lowering it worsens the second, so the optimum makes them equal. With \(\kappa=k_{\max}/k_{\min}\),

\[
k_0=\frac{k_{\min}+k_{\max}}2,\qquad \rho_{\rm worst}=\frac{\kappa-1}{\kappa+1}.
\]

A relative residual \(\epsilon\) is reached after at most about \(\ln(1/\epsilon)/\ln[(\kappa+1)/(\kappa-1)]\approx(\kappa/2)\ln(1/\epsilon)\) steps. For \(\kappa=120\) and \(\epsilon=10^{-8}\) this is \(60\times18.42=1105\).

The cause is visible in a potential spike at one node whose six edges all lie in one phase. There \(kD\theta=k_{\rm phase}D\theta\), so the spike is multiplied by \(1-k_{\rm phase}/k_0\). The reference medium converts every imbalance of heat into a potential correction as if the conductivity were \(k_0\). For \(k_0=30.25\) W/(m K), a spike in underfill of 0.5 W/(m K) loses 1.65 % per step: the correction is about sixty times too small. In solder the correction is nearly twice too large, and the spike changes sign with factor \(-0.983\).

A smaller \(k_0\) would help the underfill but destabilise the solder. Stability of the solder spike requires \(k_0>k_{\max}/2\), and the underfill factor then exceeds \(1-2/\kappa\). At \(k_0=24\) W/(m K) the underfill factor improves only to 0.979, while the solder factor becomes \(1-60/24=-1.5\). One scalar step length must serve two stiffnesses.

## Which slow modes are excited

Let solder have \(k_s\) and underfill \(k_u<k_s\). Under the arithmetic rule each edge has

\[
k=k_u+(k_s-k_u)w,
\]

where \(w\) is the fraction of solder among its four voxels. Define \(s=\langle v,wv\rangle/\langle v,v\rangle\), the share of a mode's squared gradient in solder. Then \(PkP=k_uP+(k_s-k_u)PwP\), so the modes are those of \(PwP\), independent of the contrast, and \(\lambda=k_u+(k_s-k_u)s\). With \(k_0=(k_s+k_u)/2\),

\[
1-\frac{\lambda}{k_0}
=\frac{\tfrac12(k_s+k_u)-k_u-(k_s-k_u)s}{\tfrac12(k_s+k_u)}
=\frac{\kappa-1}{\kappa+1}(1-2s).
\]

The factor separates into contrast and geometry. Modes at \(s=0\) or \(s=1\) attain the worst case.

Starting from \(\theta=0\), the first residual is \(r_0=P(kE)=(k_s-k_u)P(wE)\), because \(PE=0\). Its component on \(v\) is proportional to \(\langle v,wE\rangle\).

- If \(s=0\), the non-negative sum \(\langle v,wv\rangle\) vanishes, hence \(wv=0\) on every edge and the component is zero.
- If \(s=1\), then \(\langle v,(1-w)v\rangle=0\), hence \(wv=v\), and \(\langle v,E\rangle=0\) because a periodic gradient has zero mean.

A uniform load thus excites neither class. Let \(g<1\) be the largest \(|1-2s|\) among excited modes. The number of steps is bounded by

\[
n\lesssim\frac{\ln(1/\epsilon)}{-\ln\left[g(\kappa-1)/(\kappa+1)\right]}
\;\longrightarrow\;\frac{\ln(1/\epsilon)}{-\ln g}\qquad(\kappa\to\infty).
\]

For fixed geometry and grid, the count saturates.

A coarse version of the bump cell, \(12\times12\times6\) voxels, is small enough for dense diagonalisation of \(PwP\). Of its 863 gradient modes, 514 have \(s=0\) and 150 have \(s=1\). Counting a mode as excited if it holds more than \(10^{-20}\) of the squared source, the excited shares run from 0.128 to 0.870, so \(g=0.744\) and the limiting bound is \(18.42/0.296=62\) steps. The in-plane counts, with \(k_u\) and tolerance fixed and \(k_0\) at the midpoint, are:

| \(\kappa\) | worst case | arithmetic | harmonic |
|---:|---:|---:|---:|
| 10 | 92 | 34 | 61 |
| 120 | 1105 | 54 | 601 |
| 1200 | 11052 | 57 | 4923 |
| 12000 | 110524 | 57 | not run |

**Thin gaps.** Saturation can come late. Consider plates stacked along the load, with solder fraction \(f\). Every zero-mean function of the one coordinate is a gradient, so \(P\) subtracts the mean and the source is \(w-f\). Since \(w^2=w\),

\[
PwP(w-f)=w(1-f)-f(1-f)=(1-f)(w-f).
\]

The single excited mode has \(s=1-f=\gamma\), the gap fraction. One underfill voxel in 32 at \(\kappa=120\) gives the factor \(0.98347\times(1-2/32)=0.922\), or 227 steps to \(10^{-8}\). For small \(\gamma\) and large \(\kappa\) the decay rate per step is about \(2/\kappa+2\gamma\). The count therefore grows in proportion to contrast while \(\kappa\ll1/\gamma\), and levels off when \(\kappa\gg1/\gamma\).

## Why harmonic edges are slow

The harmonic rule gives an edge between solder and underfill the value

\[
k_h=\frac{2k_sk_u}{k_s+k_u}=\frac{2\kappa}{\kappa+1}k_u ,
\]

just below \(2k_u\), here 0.99 W/(m K). Take a potential that is non-zero on underfill nodes alone. Its gradient \(v\) touches edges of conductivity \(k_u\) and \(k_h\), so \(\langle v,kv\rangle/\langle v,v\rangle\) lies between \(k_u\) and \(2k_u\) at any contrast. Its overlap with the source is

\[
\langle v,kE\rangle=k_u\langle v,E\rangle+(k_h-k_u)\sum_{\rm interface}vE
=(k_h-k_u)\sum_{\rm interface}vE ,
\]

which is in general not zero. The load now drives slowly relaxing fields directly.

This overlap does not itself fix an eigenvalue. Diagonalisation of the coarse cell, counting modes above \(10^{-18}\) of the squared source, puts the slowest excited mode at \(1.138k_u\) for \(\kappa=120\) and \(1.140k_u\) for \(\kappa=1200\). At \(\kappa=120\) its factor is \(1-1.138\times0.5/30.25=0.981\), a decay rate of 0.0190 per step.

The growth from 601 to 4923 steps is 8.2-fold for a tenfold contrast. Steps times the decay rate of this slowest mode fall from 11.4 to 9.4. At the stop the residual is still dominated by somewhat faster modes near \(1.35k_u\); with the rate observed there the products are 12.8 and 10.7. A decrease is expected, since the overlap is of order \(k_u\) while the total source is of order \(k_s\): the slow part starts lower by a factor of order \(1/\kappa\), which would save \(\ln10=2.3\) in this product.

## Cure and failure modes

Conjugate gradients use the same FFT operation as a preconditioner for \(D^TkD\theta=-D^TkE\), and need no \(k_0\):

```
theta = 0;  r = -D^T(k E);  z = (D^T D)^+ r;  p = z
repeat until sqrt(sum(r z)) is small enough
    a = D^T(k D p);  alpha = sum(r z) / sum(p a)
    theta += alpha p;  r_new = r - alpha a
    z_new = (D^T D)^+ r_new
    p = z_new + [sum(r_new z_new) / sum(r z)] p
    r = r_new;  z = z_new
```

After \(n\) steps this method has minimised the energy over the span of the repeated corrections, which also contains the \(n\)th basic iterate. In exact arithmetic its energy error is therefore no larger. On the 5 µm cell it needs 21 steps instead of 49 with arithmetic edges, and 36 instead of 560 with harmonic ones.

Conditions that spoil the fast basic iteration follow from the derivation:

- A starting potential with structure inside the underfill can contain \(s=0\) modes, which decay at the worst-case rate. A heat source there can also excite them, because its component on a mode is the source weighted by the mode's potential.
- A third phase with conductivity near \(k_u\) acts like the interface edges above: it makes the source overlap with fields confined to the poor conductors.
- Choosing \(k_0<k_s/2\) because the \(s=1\) modes are not excited is unsafe. Rounding errors can have components along them, and these grow.
- For \(k_u=0\) under the arithmetic rule, the \(s=0\) modes have \(\lambda=0\): the potential inside the pores is undetermined. From \(\theta=0\) these modes are not excited, so the residual still shrinks at least by the factor \(g\) per step, and the error of the energy \(K\), which is quadratic in the field error, at least by \(g^2\).

## The bump layer

The bumps form a square array of pitch 160 µm and height \(L=80\) µm, with radius

\[
R(z)=40+10\left[1-(2z/L-1)^2\right]\ \text{µm}.
\]

A voxel is solder if its centre lies inside. Solder has 60 and underfill 0.5 W/(m K).

The cell is mirror-symmetric about the layer faces. For a load along \(z\), reflection reverses \(E\), so the unique zero-mean potential is odd and vanishes on the faces: they are isothermal. For an in-plane load it is even, so no heat crosses them. The periodic cell thus solves the problem of one finite layer. An unsymmetric bump would need a mirrored copy in the cell.

Conjugate gradients give these bounds in W/(m K):

| voxel | in-plane | through |
|---:|---:|---:|
| 10 µm | 0.890–0.965 | 14.6–15.6 |
| 5 µm | 0.878–0.913 | 15.2–15.7 |
| 2.5 µm | 0.876–0.893 | 15.5–15.8 |

The finest mid-values are 0.88 in-plane and 15.6 W/(m K) through the layer. The layer resistance is \(80/15.64=5.1\) mm² K/W, a drop of 5.1 K at 1 W/mm².

The two directions depend on different materials. Since the energy is stationary in \(\theta\), \(dK/dk_s=\langle e,we\rangle/N\), and \(d\ln K/d\ln k_s\) is the solder's share of the energy. With arithmetic edges at 5 µm it is 0.975 through the layer and 0.013 in-plane. To first order, a 10 % error in solder conductivity shifts the through value by 9.7 % and the in-plane value by only about 0.1 %.

The dimensions and conductivities are rough typical values for flip-chip packages. Of the simplifications sized here, that of isothermal faces causes the largest error, because heat must converge towards each pad. To size this, a 160 µm slab of conductivity \(k_b\) was added to the periodic cell at 10 µm voxels with arithmetic edges. Half of \(240/K_{\rm stack}-80/K_{\rm layer}-160/k_b\) is the spreading resistance per face. On this coarse grid it is 0.45 mm² K/W for a silicon die at 120 W/(m K) and 4.1 mm² K/W for a substrate at a rough, isotropic 10 W/(m K). Both values are too low, because arithmetic edges widen the pad by part of a voxel. At 3.3 µm voxels the arithmetic and harmonic rules give 0.50 and 0.54 mm² K/W for the die and 4.8 and 5.4 mm² K/W for the substrate. The resistance is thus about 0.52 mm² K/W for the die, or 10 % of the layer, and a little over 5 mm² K/W for the substrate, about as much as the layer itself. If the two faces act independently, the total is about 11 mm² K/W, roughly twice the layer value. Both bodies are modelled as homogeneous: copper pads and planes in the substrate, and the poorly conducting interconnect stack between pad and silicon on a real die, would change this figure. A central void of radius 20 µm, with air at 0.03 W/(m K), lowers the through conductivity by 8 % (arithmetic edges, 5 µm voxels). Two pad contacts of a rough 0.01 mm² K/W, divided by the pad area fraction 0.196, add 0.10 mm² K/W, or 2 %. For a package with such a substrate, the model should therefore include the substrate beneath the pads, with voxels fine enough to resolve the pad edge.

All numerical values are calculated from the stated model.
